\section*{Compressing the $G_0W_0$ self-energy of molecules by block Lanczos from moments, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

The $G_0W_0$ correlation self-energy of a closed-shell molecule with $N$ orbitals, $o$ occupied and $v$ virtual, is a sum of $N\,ov$ simple poles. Writing them down requires every eigenvector of the random-phase (RPA) problem, a matrix of dimension $ov$, at a cost that grows as $N^6$. Obtaining all poles and weights of the Green's function then requires a matrix of dimension $N(1+ov)$, which is already 2128 for BH$_3$ with 28 orbitals. Evaluating the self-energy on a frequency grid avoids both steps, but it yields the roots of the Dyson equation one at a time, each from its own nonlinear search. A careless compression of the poles fails in another way: if hole and particle poles are compressed together, the small model can place self-energy poles in the energy gap where the exact self-energy has none and where the frontier quasiparticles lie.

The scheme of this note computes the first $2n$ energy moments of the hole and particle parts of the self-energy at $N^4$ cost without RPA eigenvectors, converts each set into a block-tridiagonal matrix by a Lanczos recursion that uses only the moments, and diagonalizes one real symmetric matrix of dimension at most $(2n+1)N$. That diagonalization returns poles and weights at all energies, with the full total weight. It does not resolve every satellite: at finite $n$ the satellite region is coarse-grained, in a sense made quantitative below.

\section{Self-energy in pole form}

Hartree atomic units are used. The orbitals are real canonical closed-shell Hartree--Fock (HF) orbitals with energies $\varepsilon_p$; $i,j$ are occupied, $a,b$ virtual, $p,q,k$ general. The two-electron integrals are factorized over $N_x$ auxiliary functions, $(pq|rs)=\sum_P B^P_{pq}B^P_{rs}$, and $B_{pq}$ is the column vector with components $B^P_{pq}$. In this orthonormalized auxiliary basis the bare Coulomb interaction is the unit matrix. Define the $ov\times N_x$ matrix $V_{ia,P}=B^P_{ia}$ and the diagonal matrix $D_{ia,ia}=\varepsilon_a-\varepsilon_i$, with smallest and largest entries $D_{\min}$ and $D_{\max}$. A finite gap, $D_{\min}>0$, is assumed throughout.

The independent-particle polarizability at imaginary frequency $iy$ has, for each spin and each pair $ia$, a resonant and an antiresonant term:
\begin{equation}
\chi_0(iy)=2\,V^T\Big[\frac{1}{iy-D}-\frac{1}{iy+D}\Big]V=-4Q(y),\qquad
Q=V^TFV,\quad F=\frac{D}{D^2+y^2}.
\end{equation}
One factor 2 is the spin sum, and the bracket equals $2D/[(iy)^2-D^2]=-2F$. The RPA screened interaction is $W=(1-\chi_0)^{-1}=(1+4Q)^{-1}$, and its correlation part is $W^c=(1+4Q)^{-1}-1$. The $G_0W_0$ correlation self-energy is defined, for $\varepsilon_{\rm HOMO}<\mathrm{Re}\,z<\varepsilon_{\rm LUMO}$, by
\begin{equation}
\Sigma_{pq}(z)=-\frac{1}{2\pi}\int_{-\infty}^{\infty}dy\sum_k
\frac{B_{pk}^T\,W^c(iy)\,B_{qk}}{z+iy-\varepsilon_k},
\label{def}
\end{equation}
and elsewhere by analytic continuation.

Two identities are used repeatedly. The first follows from $(F^{-1}+4VV^T)FV=V+4VQ=V(1+4Q)$:
\begin{equation}
(F^{-1}+4VV^T)^{-1}V=FV(1+4Q)^{-1}.
\label{push}
\end{equation}
The second follows from $F^{-1}=D+y^2D^{-1}$:
\begin{equation}
F^{-1}+4VV^T=D^{-1/2}(M+y^2)D^{-1/2},\qquad
M=D^2+4D^{1/2}VV^TD^{1/2}.
\label{Mdef}
\end{equation}
The matrix $M$ is symmetric and positive definite, so $M=S\Omega^2S^T$ with $S$ orthogonal and $\Omega$ diagonal and positive. Multiplying \eqref{push} from the left by $-4V^T$ gives $-4Q(1+4Q)^{-1}=(1+4Q)^{-1}-1=W^c$. With \eqref{Mdef} and $R=D^{1/2}S\Omega^{-1/2}$, so that $D^{1/2}S=R\,\Omega^{1/2}$,
\begin{equation}
W^c(iy)=-4V^TD^{1/2}(M+y^2)^{-1}D^{1/2}V
=-\sum_\nu\frac{2\Omega_\nu}{\Omega_\nu^2+y^2}\;2\,(V^TR)_\nu(V^TR)_\nu^T ,
\label{Wspec}
\end{equation}
where the subscript $\nu$ selects a column. The matrix $R$ is the $X+Y$ of the singlet direct RPA equations of quantum chemistry, with $\mathcal A-\mathcal B=D$ and $\mathcal A+\mathcal B=D+4VV^T$. Setting $X-Y=D^{-1/2}S\Omega^{1/2}$, one finds $D(X-Y)=D^{1/2}S\Omega^{1/2}=R\Omega$, then $(D+4VV^T)R=D^{-1/2}MS\Omega^{-1/2}=(X-Y)\Omega$, and $R^T(X-Y)=1$, which are the RPA equations and their normalization.

Inserting \eqref{Wspec} into \eqref{def} leaves integrals of $2\Omega/(\Omega^2+y^2)$ times $1/(s+iy)$ with $s=z-\varepsilon_k$. The second factor has its pole at $y=is$, whose imaginary part is $\mathrm{Re}\,s$. For occupied $k$, $\mathrm{Re}\,s>0$, the pole is in the upper half plane, and the contour is closed below around $y=-i\Omega$. The residue of the first factor there is $2\Omega/(-2i\Omega)=i$, the clockwise contour contributes $-2\pi i$, and the integral is $2\pi/(s+\Omega)$. For virtual $k$ the contour is closed above around $y=i\Omega$, with residue $-i$ and factor $+2\pi i$, giving $2\pi/(s-\Omega)$. The minus signs of \eqref{def} and \eqref{Wspec} cancel, so
\begin{align}
\Sigma_{pq}(z)&=\sum_{i\nu}\frac{w^\nu_{pi}w^\nu_{qi}}{z-(\varepsilon_i-\Omega_\nu)}
+\sum_{a\nu}\frac{w^\nu_{pa}w^\nu_{qa}}{z-(\varepsilon_a+\Omega_\nu)},\\
w^\nu_{pk}&=\sqrt2\,B_{pk}^T(V^TR)_\nu .
\end{align}
The first sum is the hole part $\Sigma^<$ and the second the particle part $\Sigma^>$. Each has the form $\mathsf v(z-E)^{-1}\mathsf v^T$, with $E$ the diagonal matrix of pole energies and $\mathsf v$ a real matrix with $N$ rows and one column per pole. Between the highest hole pole $\varepsilon_{\rm HOMO}-\Omega_{\min}$ and the lowest particle pole $\varepsilon_{\rm LUMO}+\Omega_{\min}$ the self-energy has no poles. This interval is called the self-energy gap below.

\section{Upfolded Hamiltonian and moments}

Let $f$ be the static part of the Dyson equation. For an HF reference $f=\mathrm{diag}(\varepsilon_p)$. For a Kohn--Sham reference $f$ is the HF Fock matrix built from the Kohn--Sham density matrix, while the energies in $D$ and $E$ remain the Kohn--Sham ones. Collecting both sectors in $\mathsf v$ and $E$, consider
\begin{equation}
H=\begin{pmatrix}f&\mathsf v\\ \mathsf v^T&E\end{pmatrix}.
\label{H}
\end{equation}
The first block column of $(z-H)^{-1}$, with blocks $G$ and $G'$, obeys $(z-f)G-\mathsf vG'=1$ and $-\mathsf v^TG+(z-E)G'=0$. The second equation gives $G'=(z-E)^{-1}\mathsf v^TG$, and the first becomes $[z-f-\Sigma(z)]G=1$, the Dyson equation. A pole whose column of $\mathsf v$ vanishes, for instance by symmetry, is itself an eigenvalue of $H$ with no orbital part and zero weight. An eigenvector of $H$ whose eigenvalue $\omega$ differs from every entry of $E$ has orbital part $cx$, with $x^Tx=1$, and auxiliary part $c(\omega-E)^{-1}\mathsf v^Tx$. Normalization gives the spectral weight
\begin{equation}
Z=c^2=\frac{1}{1+x^T\mathsf v(\omega-E)^{-2}\mathsf v^Tx}=\frac{1}{1-x^T\Sigma'(\omega)x}.
\end{equation}
Because the eigenvectors of $H$ form an orthogonal matrix, the weights are nonnegative and sum to $N$ for any real $\mathsf v$ and $E$.

The sector moments are $T^{\lessgtr(m)}=\mathsf vE^m\mathsf v^T$, taken within one sector. They are the coefficients of the large-$z$ expansion $\Sigma=\sum_mT^{(m)}z^{-m-1}$ with $T^{(m)}=T^{<(m)}+T^{>(m)}$. The Green's function moments $G^{(m)}$, the orbital blocks of $H^m$, are the coefficients in $G=\sum_mG^{(m)}z^{-m-1}$. The coefficient of $z^{-m-1}$ in the Dyson equation gives
\begin{equation}
G^{(m+1)}=fG^{(m)}+\sum_{l=0}^{m-1}T^{(l)}G^{(m-1-l)},\qquad G^{(0)}=1 .
\label{Grec}
\end{equation}
Hence $G^{(m)}$ depends on $T^{(l)}$ only for $l\le m-2$, and $T^{(m-2)}$ enters once, multiplied by $G^{(0)}=1$.

\section{Moments without RPA eigenvectors}

The response moments are
\begin{equation}
\eta^{(t)}=R\,\Omega^tR^T=D^{1/2}S\Omega^{t-1}S^TD^{1/2}=D^{1/2}M^{(t-1)/2}D^{1/2}.
\end{equation}
At $t=1$ this is $\eta^{(1)}=D$, independent of the interaction. Since $D(D+4VV^T)D^{1/2}=D^{1/2}M$,
\begin{equation}
\eta^{(t+2)}=D(D+4VV^T)\,\eta^{(t)} .
\label{rec}
\end{equation}
Only the products $Y^{(t)}=\eta^{(t)}V$, of size $ov\times N_x$, are needed, and \eqref{rec} becomes $Y^{(t+2)}=D[DY^{(t)}+4V(V^TY^{(t)})]$, in which no $ov\times ov$ matrix is formed. The odd chain starts from $Y^{(1)}=DV$. The even chain starts from $\eta^{(0)}$, which contains $M^{-1/2}$ and is not a polynomial in the input. It is the only response moment that needs a separate calculation, since the higher even ones follow from it by \eqref{rec}.

For each eigenvalue $\int_0^\infty dy\,(\Omega^2+y^2)^{-1}=\pi/(2\Omega)$, so $M^{-1/2}=(2/\pi)\int_0^\infty(M+y^2)^{-1}dy$. By \eqref{Mdef} and \eqref{push},
\begin{equation}
Y^{(0)}=\frac2\pi\int_0^\infty dy\,(F^{-1}+4VV^T)^{-1}V=\frac2\pi\int_0^\infty dy\,FV(1+4Q)^{-1}.
\end{equation}
Writing $(1+4Q)^{-1}=1-(1+4Q)^{-1}4Q$ and using $(2/\pi)\int_0^\infty F\,dy=1$, which is the same scalar integral multiplied by $D$,
\begin{equation}
Y^{(0)}=V-\frac2\pi\int_0^\infty dy\,FV\,(1+4Q)^{-1}4Q .
\label{Y0}
\end{equation}
The noninteracting part is now exact, and the remaining integrand falls as $y^{-4}$ because $F$ and $Q$ each fall as $y^{-2}$. The map $y=y_0(1+u)/(1-u)$, with $dy=2y_0\,du/(1-u)^2$, turns it into a rational function of $u$ that is regular on $[-1,1]$, on which Gauss--Legendre quadrature converges exponentially at a rate set by the nearest singularity. The singularities lie at $y=\pm i\Omega_\nu$ and $\pm iD_{ia}$. The point $y=iry_0$ maps to $u=(ir-1)/(ir+1)$, on the unit circle, approaching $u=-1$ for small $r$ and $u=+1$ for large $r$. Replacing $r$ by $1/r$ gives $(i-r)/(i+r)=-u^*$, the mirror image, so the choice $y_0=(D_{\min}D_{\max})^{1/2}$ keeps the two extreme values of $D$ equally far from the interval.

The binomial theorem applied to $(\varepsilon_k\mp\Omega_\nu)^m$, together with $\sum_\nu w^\nu_{pk}\Omega_\nu^tw^\nu_{qk}=2B_{pk}^TV^T\eta^{(t)}VB_{qk}$, gives
\begin{align}
T^{\lessgtr(m)}_{pq}&=2\sum_{k}\sum_{t=0}^m\binom mt\,\varepsilon_k^{\,m-t}(\mp1)^t\,N^{(t)}_{k,pq},\label{binom}\\
N^{(t)}_{k,pq}&=B_{pk}^T\,\tilde W^{(t)}B_{qk},\qquad \tilde W^{(t)}=V^TY^{(t)},
\end{align}
with $k$ occupied and the upper sign for $<$, and $k$ virtual and the lower sign for $>$. Each $N^{(t)}_k$ is positive semidefinite in $pq$. If $\varepsilon_i<0<\varepsilon_a$, every scalar prefactor has the sign $(-1)^m$ in the hole sector and is positive in the particle sector, so the diagonal elements of \eqref{binom} involve no cancellation. Placing the zero of energy in the HOMO--LUMO gap always secures this condition.

\section{Block Lanczos from moments}

Within one sector, block Lanczos builds orthonormal blocks of vectors $q_1,q_2,\dots$ in the space of poles. For a symmetric positive semidefinite matrix $\mathcal G$, let $\lambda$ be the diagonal matrix of its nonzero eigenvalues and $U$ the corresponding eigenvectors, and set $\beta=\lambda^{1/2}U^T$ and $\beta^+=U\lambda^{-1/2}$, so that $\mathcal G=\beta^T\beta$. Applied to $T^{(0)}=\mathsf v\mathsf v^T$ this defines $\beta_0$ and $q_1=\mathsf v^T\beta_0^+$. The recursion is
\begin{align}
\alpha_j&=q_j^TEq_j,\\
r_j&=Eq_j-q_j\alpha_j-q_{j-1}\beta_{j-1}^T,\label{res}\\
r_j^Tr_j&=\beta_j^T\beta_j,\qquad q_{j+1}=r_j\beta_j^+,
\end{align}
with the last term of \eqref{res} absent for $j=1$. Then $q_{j+1}^Tq_{j+1}=\lambda^{-1/2}U^T(r_j^Tr_j)U\lambda^{-1/2}=1$. A null vector $u_0$ of $r_j^Tr_j$ has $r_ju_0=0$, so $r_j=r_jUU^T=q_{j+1}\beta_j$, and in the same way $\mathsf v^T=q_1\beta_0$. Orthogonality between blocks follows by induction. Assume $q_1,\dots,q_j$ orthonormal. Then $q_j^Tr_j=\alpha_j-\alpha_j=0$. Next, $Eq_{j-1}=q_j\beta_{j-1}+(\text{terms in }q_{j-1},q_{j-2})$, so $q_{j-1}^TEq_j=\beta_{j-1}^T$ and $q_{j-1}^Tr_j=0$. For $l<j-1$, $Eq_l$ lies in the span of $q_{l-1},q_l,q_{l+1}$, all orthogonal to $q_j$, so $q_l^Tr_j=0$.

The vectors are never available, since $E$ and $\mathsf v$ are not computed. Each block is, however, a matrix polynomial in $E$ acting on $\mathsf v^T$:
\begin{equation}
q_j=\sum_{m=0}^{j-1}E^m\mathsf v^TC_{j,m},\qquad
r_j=\sum_{m=0}^{j}E^m\mathsf v^T\bar C_{j,m},
\end{equation}
with $C_{1,0}=\beta_0^+$. Comparing powers of $E$ in \eqref{res}, with coefficients outside their range set to zero,
\begin{equation}
\bar C_{j,m}=C_{j,m-1}-C_{j,m}\alpha_j-C_{j-1,m}\beta_{j-1}^T,\qquad C_{j+1,m}=\bar C_{j,m}\beta_j^+ ,
\end{equation}
and every inner product reduces to moments:
\begin{equation}
\alpha_j=\sum_{m,m'}C_{j,m}^TT^{(m+m'+1)}C_{j,m'},\qquad
r_j^Tr_j=\sum_{m,m'}\bar C_{j,m}^TT^{(m+m')}\bar C_{j,m'} .
\label{inner}
\end{equation}
The highest order is $2j-1$ in $\alpha_j$ and $2j$ in $r_j^Tr_j$. For $n$ blocks one needs $\alpha_1,\dots,\alpha_n$ and $\beta_0,\dots,\beta_{n-1}$, hence $T^{(0)},\dots,T^{(2n-1)}$.

Let $\tau_n$ be the symmetric block-tridiagonal matrix with $\alpha_j$ on the diagonal, $\beta_j$ in block $(j+1,j)$ and $\beta_j^T$ in block $(j,j+1)$, and let $J_j$ be the block column of the unit matrix that selects block $j$. With $\tau_n=\mathcal U\tilde E\,\mathcal U^T$, the compressed poles are $\tilde E$, the couplings are $\tilde{\mathsf v}=\beta_0^TJ_1^T\mathcal U$, and
\begin{equation}
\tilde\Sigma_n(z)=\tilde{\mathsf v}(z-\tilde E)^{-1}\tilde{\mathsf v}^T=\beta_0^TJ_1^T(z-\tau_n)^{-1}J_1\beta_0 .
\end{equation}
Placing both compressed sectors in \eqref{H} gives $H_{\rm eff}$, of dimension at most $N+2nN$.

\section{What is conserved and what is bounded}

The statements of this section hold in exact arithmetic.

\paragraph{Moments.} With $\mathcal Q=(q_1,\dots,q_n)$ the recursion reads $E\mathcal Q=\mathcal Q\tau_n+r_nJ_n^T$, with $\mathcal Q^Tr_n=0$. One multiplication by $\tau_n$ moves a vector by at most one block, so $J_n^T\tau_n^mJ_1=0$ for $m<n-1$, and the only route from block 1 to block $n$ in $n-1$ steps gives $J_n^T\tau_n^{n-1}J_1=\beta_{n-1}\cdots\beta_1$. Applying $E$ repeatedly to $q_1=\mathcal QJ_1$,
\begin{align}
E^mq_1&=\mathcal Q\tau_n^mJ_1\qquad(m\le n-1),\\
E^nq_1&=\mathcal Q\tau_n^nJ_1+r_n\beta_{n-1}\cdots\beta_1 .
\end{align}
Any $m\le2n-1$ splits as $m_1+m_2$ with $m_1\le n-1$ and $m_2\le n$. The term with $r_n$ is orthogonal to $E^{m_1}q_1$, which lies in the span of $\mathcal Q$, so $q_1^TE^mq_1=J_1^T\tau_n^mJ_1$, and multiplication by $\beta_0^T$ and $\beta_0$ gives $\tilde T^{(m)}=T^{(m)}$. For $m=2n$ both factors contain $r_n$, the cross terms vanish, and $r_n^Tr_n=\beta_n^T\beta_n$ leaves
\begin{equation}
T^{(2n)}-\tilde T^{(2n)}=\Gamma\Gamma^T,\qquad \Gamma=\beta_0^T\beta_1^T\cdots\beta_n^T .
\end{equation}
The first missing moment is underestimated by a positive semidefinite matrix. By \eqref{Grec}, $G^{(m)}$ is conserved for $m\le2n+1$, and $G^{(2n+2)}-\tilde G^{(2n+2)}=\Gamma_<\Gamma_<^T+\Gamma_>\Gamma_>^T$.

\paragraph{Exhaustion.} If $r_n=0$ then $E\mathcal Q=\mathcal Q\tau_n$, so $(z-E)^{-1}\mathcal Q=\mathcal Q(z-\tau_n)^{-1}$ and $\tilde\Sigma_n=\Sigma$ for all $z$. This happens at a finite $n$, because the number of orthonormal vectors cannot exceed the number of poles.

\paragraph{Pole positions.} From $\mathcal Q^Tr_n=0$ follows $\tau_n=\mathcal Q^TE\mathcal Q$. An eigenvalue of $\tau_n$ with unit eigenvector $\xi$ equals $(\mathcal Q\xi)^TE(\mathcal Q\xi)$, a weighted mean of exact pole energies, and lies between the smallest and largest pole of the sector. Separate treatment of the sectors therefore keeps the self-energy gap free of poles. If the recursion is run on $T^<+T^>$, the same argument only confines the poles to an interval that contains the gap. Two poles at $\pm\Delta$ with equal weight give $\alpha_1=0$, the middle of the gap.

\paragraph{Monotone bounds.} Take real $z$ above all hole poles, so that $z-\tau_n$ is positive definite for every $n$. Eliminating the last block of $z-\tau_{n+1}$, as was done for \eqref{H}, gives for the leading $n$ blocks of its inverse
\begin{equation}
(z-\tau_n-\Lambda)^{-1},\qquad \Lambda=J_n\beta_n^T(z-\alpha_{n+1})^{-1}\beta_nJ_n^T\ \ge0 .
\end{equation}
This inverse is a diagonal block of a positive definite matrix, so $0<z-\tau_n-\Lambda\le z-\tau_n$. For $0<a\le b$ the matrix $a^{-1/2}ba^{-1/2}$ has eigenvalues at least 1, its inverse has eigenvalues at most 1, and therefore $b^{-1}\le a^{-1}$. Hence $\tilde\Sigma^<_n(z)\le\tilde\Sigma^<_{n+1}(z)$, and continuing to exhaustion, $\tilde\Sigma^<_n\le\Sigma^<$. For $z$ below all particle poles the matrices are negative definite and the inequalities reverse, $\tilde\Sigma^>_n\ge\tilde\Sigma^>_{n+1}\ge\Sigma^>$.

A quasiparticle in the self-energy gap obeys $\omega=x^T[f+\Sigma(\omega)]x$ with $x$ an eigenvector. To first order in $\delta\Sigma=\tilde\Sigma-\Sigma$ the change of $x$ drops out, $\delta\omega=x^T\delta\Sigma\,x+x^T\Sigma'x\,\delta\omega$, and so $\delta\omega=Z\,x^T(\delta\Sigma^<+\delta\Sigma^>)x$. The hole term is nonpositive and the particle term nonnegative. The quasiparticle energy is therefore not variational, and its error can change sign with $n$.

\paragraph{Rate.} Let the sector occupy an interval of width $w$, let $c(x)$ be the Chebyshev polynomial of degree $2n$ scaled so that $|c|\le1$ on the interval, and let $z$ be at distance $d$ from it. The function $p(x)=[1-c(x)/c(z)]/(z-x)$ is a polynomial of degree $2n-1$ in $x$, because the bracket vanishes at $x=z$. Moment conservation gives $\mathsf vp(E)\mathsf v^T=\tilde{\mathsf v}p(\tilde E)\tilde{\mathsf v}^T$. The remainder $g(x)=1/(z-x)-p(x)=c(x)/[c(z)(z-x)]$ obeys $|g|\le1/(d|c(z)|)$ at all exact and compressed poles, and $\|\mathsf vg(E)\mathsf v^T\|\le\max|g|\,\|T^{(0)}\|$ in the spectral norm, with the same bound for the compressed term. In the scaled variable $\zeta$ of $z$, $c=(\varrho^{2n}+\varrho^{-2n})/2$ with $\varrho=\zeta+\sqrt{\zeta^2-1}$ on the branch $|\varrho|>1$. For real $z$, $|\zeta|=1+2d/w$ and $|c|\ge\rho^{2n}/2$ with $\rho=|\varrho|$, so
\begin{equation}
\|\Sigma(z)-\tilde\Sigma_n(z)\|\le\frac{4\|T^{(0)}\|}{d}\,\rho^{-2n},\qquad
\rho=|\zeta|+\sqrt{\zeta^2-1}.
\label{rate}
\end{equation}
In the gap the bound falls by $\rho^2$ per block. At height $\gamma$ above the centre of the interval, $\zeta=2i\gamma/w$, $\rho\approx1+2\gamma/w$ for $\gamma\ll w$, and $|c|\ge(\rho^{2n}-\rho^{-2n})/2$. The bound starts to fall exponentially only when $n$ exceeds about $w/(4\gamma)$. This is the sense in which satellites are coarse-grained: the guaranteed resolution at the centre of a sector is of order $w/(4n)$. The monotonicity proof needs real $z$ outside the sector and says nothing about a broadened spectrum.

In exact arithmetic, separate block Lanczos compression of the hole and particle self-energies from their first $2n$ moments conserves those moments, keeps the self-energy gap free of poles and converges with a known error bound. What remains is the algorithm and its cost, its stability under rounding, and a test on BH$_3$.
